# Why two-electron screening of spin-orbit coupling fades from 2p to 6p

A boron atom has one 2p electron outside two closed shells, and a thallium atom has one 6p electron outside a core of 80 electrons. In both, the nuclear electric field couples the p electron's spin to its orbital motion, and the electrons of a frozen core oppose that coupling. One might expect the larger core to screen more. Yet in the calculation below the frozen core removes 57% of the nuclear term in boron and less than 5% in thallium.

## The operator and the quantity to explain

In atomic units, the Breit-Pauli spin-orbit operator for a point nucleus of charge \(Z\) is

\[
H=\frac{\alpha^2}{2}\sum_i\frac{Z}{r_i^3}\,\mathbf l_i\cdot\mathbf s_i-\frac{\alpha^2}{2}\sum_{i\ne j}\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3}\cdot(\mathbf s_i+2\mathbf s_j),\qquad \mathbf r_{ij}=\mathbf r_i-\mathbf r_j .
\]

The part with \(\mathbf s_i\) couples a spin to its own orbital motion in the field of another electron. The part with \(2\mathbf s_j\) couples it to the other electron's motion.

I treat \(H\) in first order with frozen, nonrelativistic closed-shell Hartree-Fock orbitals. For one p electron outside closed shells, rotational symmetry reduces \(H\) to \(\zeta\,\mathbf l\cdot\mathbf s\). Define \(S\) by

\[
\zeta=\frac{\alpha^2}{2}(Z-S)\langle r^{-3}\rangle,\qquad f=\frac SZ .
\]

Here \(f\) is the removed fraction, and \(S\) is an effective number of screening electrons.

The same field describes one hole in a closed p shell, as in fluorine. If \(F\) is the closed-shell one-body field, the hole-state matrix is \(-F^{T}\). The hole's angular momenta are \(-\mathbf l^T\) and \(-\mathbf s^T\), so the coupling is \(-\zeta\,\mathbf l_h\cdot\mathbf s_h\): equal in size, with inverted level order.

Write \(\mathbf O_{12}=\mathbf r_{12}\times\mathbf p_1/r_{12}^3\). The operator for one pair is

\[
g=-\frac{\alpha^2}{2}\left[\mathbf O_{12}\cdot(\mathbf s_1+2\mathbf s_2)+\mathbf O_{21}\cdot(\mathbf s_2+2\mathbf s_1)\right].
\]

By the Slater-Condon rules, the core field is the sum over core spin-orbitals \(b\) of \(\langle ab|g|a'b\rangle-\langle ab|g|ba'\rangle\), where \(a,a'\) are valence p states.

## First contribution: the enclosed charge

In the direct term the valence electron is 1 and the core electron is 2. Summing over both core spins removes \(\mathbf s_2\), which leaves \(\mathbf O_{12}\cdot\mathbf s_1+2\mathbf O_{21}\cdot\mathbf s_1\).

The second piece also vanishes. The field \(\mathbf r_{21}/r_{12}^3\) has no curl, so \(\mathbf O_{21}\) is Hermitian in electron 2. It is also purely imaginary, and closed-shell orbitals can be chosen real. Its diagonal elements must then be both real and imaginary, hence zero: the closed core carries no current.

For the remaining piece, Gauss's law applied to the spherical core density \(\rho\) gives

\[
\int\rho(r_2)\frac{\mathbf r_{12}}{r_{12}^3}\,d^3r_2=\frac{N(r_1)}{r_1^3}\,\mathbf r_1,
\]

where \(N(r)\) is the number of core electrons inside radius \(r\). Since \(\mathbf r\times\mathbf p=\mathbf l\), the direct term is \(-(\alpha^2/2)\,N(r)r^{-3}\,\mathbf l\cdot\mathbf s\). With \(P_a=rR_a\) the valence radial function,

\[
S_{\rm dir}=\frac{\int P_a^2\,r^{-3}N(r)\,dr}{\int P_a^2\,r^{-3}\,dr}.
\]

This is the penetration weighting. A core electron counts to the extent that it lies inside the region where \(P_a^2/r^3\) is concentrated. Where the valence electron spends most of its time matters much less.

## Second contribution: exchange

**Spin.** In the exchange term the two spin functions are interchanged. Summing over the core spin turns either \(\mathbf s_1\) or \(\mathbf s_2\) into the valence spin \(\mathbf s\), so each bracket in \(g\) gives \(3\mathbf s\). The minus sign of exchange cancels the minus sign of \(g\), and the term becomes

\[
\frac{3\alpha^2}{2}\,\mathbf s\cdot(\mathbf A+\mathbf A^\dagger),\qquad \mathbf A_{aa'}=\sum_b\langle ab|\mathbf O_{12}|ba'\rangle ,
\]

where \(b\) now runs over spatial orbitals. The \(\mathbf O_{21}\) term is \(\mathbf A^\dagger\), as relabelling the electrons shows.

**Gradients.** Let \(v=1/r_{12}\). Because \(\nabla_1v=-\mathbf r_{12}/r_{12}^3\) and \(\mathbf p_1=-i\nabla_1\), we have \(\mathbf O_{12}=i\nabla_1v\times\nabla_1\). Consider one core shell of angular momentum \(l\), and let \(x=\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2\). The addition theorem gives

\[
\sum_m b_m(1)b_m^*(2)=\frac{2l+1}{4\pi}R_b(r_1)R_b(r_2)P_l(x)\equiv\rho_l .
\]

Both \(v\) and \(\rho_l\) depend on electron 1 through \(r_1\) and \(x\) alone, and \(\nabla_1x=(\hat{\mathbf r}_2-x\hat{\mathbf r}_1)/r_1\). In the cross product the terms with two equal gradients vanish, so

\[
\nabla_1v\times\nabla_1\rho_l=\frac{G}{r_1}\,\hat{\mathbf r}_1\times\hat{\mathbf r}_2,\qquad
G=\frac{\partial v}{\partial r_1}\frac{\partial\rho_l}{\partial x}-\frac{\partial v}{\partial x}\frac{\partial\rho_l}{\partial r_1}.
\]

**Angles.** Choose \(Q\) with \(\partial Q/\partial x=G\). Then \(\mathbf l_1Q=-i\mathbf r_1\times\nabla_1Q=-iG\,\hat{\mathbf r}_1\times\hat{\mathbf r}_2\), so \(iG\,\hat{\mathbf r}_1\times\hat{\mathbf r}_2=-\mathbf l_1Q\). Integrating \(Q\) against the p function of electron 2 projects out its first Legendre component:

\[
\int Q(x)Y_{1m}(2)\,d\Omega_2=2\pi Y_{1m}(1)\int_{-1}^1xQ\,dx=\pi Y_{1m}(1)\int_{-1}^1(1-x^2)G\,dx .
\]

The last step is an integration by parts with \((x^2-1)/2\) as the antiderivative of \(x\), which vanishes at both ends. Hence \(\mathbf A=c\,\mathbf l\), with

\[
c=-\pi\int\!\!\int r_1r_2^2\,R_a(r_1)R_a(r_2)\int_{-1}^1(1-x^2)G\,dx\,dr_1dr_2 .
\]

**Multipoles.** Insert \(v=\sum_kw_kP_k(x)\), where \(w_k=r_<^k/r_>^{k+1}\), and define

\[
a_{kl}=\tfrac12\int_{-1}^1(1-x^2)P_kP_l'\,dx,\qquad y_k(r)=\int w_k(r,r')P_a(r')P_b(r')\,dr' .
\]

The prefactors combine as \(\pi\cdot\frac{2l+1}{4\pi}\cdot2=\frac{2l+1}{2}\), so

\[
c=-\frac{2l+1}{2}\sum_k\int\left[a_{kl}\frac{P_aP_b}{r}y_k'-a_{lk}P_a\left(\frac{P_b}{r}\right)'y_k\right]dr .
\]

From \((1-x^2)P_l'=\frac{l(l+1)}{2l+1}(P_{l-1}-P_{l+1})\) and \(\frac12\int P_k^2dx=\frac1{2k+1}\),

\[
a_{kl}=\frac{l(l+1)}{2l+1}\left[\frac{\delta_{k,l-1}}{2l-1}-\frac{\delta_{k,l+1}}{2l+3}\right],
\]

so \(k=l\pm1\) are the surviving multipoles. Since \(c\) is real, \(\mathbf A+\mathbf A^\dagger=2c\,\mathbf l\), and the exchange part of \(\zeta\) is \((\alpha^2/2)\,6c\). Integrating the \(y_k'\) term by parts (its boundary terms vanish) and using \(\zeta_{\rm ex}=-(\alpha^2/2)S_{\rm ex}\langle r^{-3}\rangle\) gives

\[
S_{\rm ex}\langle r^{-3}\rangle=-3\sum_b(2l+1)\sum_{k=l\pm1}\int\left[a_{kl}\left(\frac{P_aP_b}{r}\right)'+a_{lk}P_a\left(\frac{P_b}{r}\right)'\right]y_k\,dr ,
\]

where \(b\) now labels core shells. The total is \(S=S_{\rm dir}+S_{\rm ex}\).

For an s shell, \(a_{10}=0\) and \(a_{01}=2/3\), leaving \(-2\int P_aR_b'\,y_1\,dr\). With a 1s core and a nodeless 2p orbital, \(R_b'<0\) and \(y_1>0\), so exchange adds to the screening. If the 1s shell shrinks to radius \(d\) inside a fixed 2p orbital, then \(P_a\propto r^2\) there and the integral falls as \(d^2\). In that limit \(S\to2\), the plain count.

Thus \(S\) is not purely a charge count, and it may exceed the number of electrons in a shell. For a hole, the direct and exchange parts each contain a self-interaction that cancels in their sum; for F and At, \(S\) alone has physical meaning.

## Where the inverse-cube weight sits

Close to a heavy nucleus, first neglect both the orbital energy and the core repulsion. The p equation is then

\[
P''+\left(\frac{2Z}{r}-\frac2{r^2}\right)P=0 .
\]

Try \(P=\sqrt r\,J(z)\) with \(z=\sqrt{8Zr}\), so that \(dz/dr=z/2r\). Differentiating twice gives

\[
P''=\frac{z^2J''+zJ'-J}{4r^{3/2}},
\]

where primes on \(J\) denote \(d/dz\). For \(J=J_3\), Bessel's equation gives \(z^2J''+zJ'=(9-z^2)J\). Therefore \(P''=(8-z^2)J/4r^{3/2}=(2/r^2-2Z/r)P\), as required.

The weight is \(P^2/r^3=J_3^2(\sqrt{8Zr})/r^2\), whose shape depends on \(Zr\) alone. Half of it is gathered within \(Zr=1.35\,a_0\). For a bare 2p orbital, \(P\propto r^2e^{-Zr/2}\), the value is \(1.68\,a_0\). Core repulsion moves the weight outward from the first limit, and the computed thallium value, \(1.52\,a_0\), lies between the two.

In ordinary distance, half of thallium's \(\langle r^{-3}\rangle\) comes from within \(0.0187\,a_0\), where there are 1.4 of the 80 core electrons. The innermost lobe of 6p ends at about \(0.076\,a_0\). It holds 0.013% of the norm and 95% of \(\langle r^{-3}\rangle\). The electron is rarely there, but its spin-orbit coupling is decided there.

Boron's 2p orbital has no inner lobe. Half of its \(\langle r^{-3}\rangle\) lies within \(0.545\,a_0\), or \(Zr=2.73\,a_0\), and that sphere already contains 1.8 of the four core electrons. A bare 2p orbital would have this half-weight radius for a nuclear charge of \(1.678/0.545\approx3.1\), close to the boron nucleus with its 1s pair subtracted. Measured in units of \(1/Z\), boron's 2p penetrates less deeply than thallium's 6p.

## The contributions weighed

The factor \(\alpha^2/2\) corresponds to \(5.844\ \mathrm{cm^{-1}}\). For boron, \(\langle r^{-3}\rangle=0.6947\,a_0^{-3}\), so

\[
\zeta_{\rm nuc}=5.844\times5\times0.6947=20.3\ \mathrm{cm^{-1}},\qquad
\zeta=20.3\left(1-\frac{2.83}{5}\right)=8.8\ \mathrm{cm^{-1}} .
\]

For thallium, \(\langle r^{-3}\rangle=7.048\,a_0^{-3}\), so

\[
\zeta_{\rm nuc}=5.844\times81\times7.048=3336\ \mathrm{cm^{-1}},\qquad
\zeta=3336\left(1-\frac{3.76}{81}\right)=3181\ \mathrm{cm^{-1}} .
\]

The orbitals come from the positive ion for the single-electron atoms and from the negative ion for F and At.

| Atom | \(Z\) | \(S\) | Removed |
|---|---:|---:|---:|
| B | 5 | 2.83 | 57% |
| F | 9 | 2.91 | 32% |
| Al | 13 | 3.22 | 25% |
| Ga | 31 | 3.56 | 11% |
| In | 49 | 3.60 | 7.3% |
| Tl | 81 | 3.76 | 4.6% |
| At | 85 | 3.67 | 4.3% |

In the 2p row the two computed cases are boron at 57% and fluorine at 32%. Carbon, nitrogen and oxygen are not computed here. Their several open-shell electrons interact through two-body terms that this closed-shell field does not contain.

**Exchange.** It supplies 1.16 of boron's 2.83 screening electrons and 0.85 of thallium's 3.76. The contrast is already present without it: the direct part alone removes 33% in boron and 3.6% in thallium. Exchange removes a further 23% and 1.1%, so it supplies about two fifths of the fall in percentage points and raises the ratio from about 9 to 12.

**Core shells.** In boron the 1s pair contributes 2.57 and the 2s pair 0.26. The first number exceeds two because it includes exchange. In thallium the shells \(n=1\) to \(6\) contribute 2.37, 0.52, 0.42, 0.35, 0.09 and 0.01. The 78 electrons outside 1s together add about 1.4, direct and exchange parts combined. Their direct part is 1.8, more than the 1.1 of the 1s pair but small for 78 electrons, because most of their charge lies outside the region that decides the coupling. Their exchange part is negative, about \(-0.4\), and comes mostly from the p shells; the 1s pair alone gives \(+1.3\).

**Nuclear charge.** From boron to thallium, \(S\) grows by a factor of 1.33 and \(Z\) by 16.2. The removed fraction therefore falls by \(16.2/1.33\approx12\). Division by \(Z\) accounts for the fall once \(S\) is known to stay small. Across the 2p row, too, \(S\) hardly changes between B and F while \(Z\) nearly doubles.

**Penetration weighting.** It explains why \(S_{\rm dir}\) stays small; the exchange part is not an average of \(N(r)\) and is simply found to be near one electron in both atoms. To isolate it, keep the orbitals and \(N(r)\) fixed and average \(N/Z\) with the weight \(P_a^2r^{-q}\):

| \(q\) | B | Tl |
|---:|---:|---:|
| 0 | 65% | 97% |
| 1 | 57% | 93% |
| 2 | 46% | 41% |
| 3 | 33% | 3.6% |

These are direct contributions alone. With the plain density, \(q=0\), thallium would be screened more completely than boron, as the size of its core suggests. The order is already slightly reversed at \(q=2\), and the inverse cube widens the gap to a factor of about nine.

The Bessel form indicates why the third power is more selective than the second. For large \(z\), the average of \(J_3^2\) over an oscillation is \(1/\pi z\), so \(P^2\propto r^{1/2}\) on average. The weight remaining beyond radius \(r\) then falls as \(r^{-1/2}\) for \(q=2\) and as \(r^{-3/2}\) for \(q=3\). The slower fall for \(q=2\) leaves more weight at radii where \(N(r)\) is large. The Bessel form neglects core repulsion and holds near the nucleus alone, so these powers give the trend; they do not account for the size of the 41% entry, which comes from the computed orbital.

So both factors are needed. The inverse-cube weight limits the direct screening to a few electrons, exchange adds about one more in both atoms, and the nuclear charge sets how much those few matter.

## Where the numbers stop being reliable

For thallium \(Z\alpha\approx0.6\), which is not small, and half of the coupling arises within \(0.02\,a_0\) of the nucleus. First-order Breit-Pauli theory with nonrelativistic orbitals is poor there, so \(3181\ \mathrm{cm^{-1}}\) is a value of this model and not a prediction of the measured coupling. Within the model, a change of basis moves thallium's \(\langle r^{-3}\rangle\) by about \(0.004\,a_0^{-3}\) and both \(\zeta\) values by about \(2\ \mathrm{cm^{-1}}\), while \(S\) stays at 3.76. I expect the frozen-core removed fraction to remain small in a relativistic treatment, because the weight would still lie close to the nucleus, but that has not been calculated here.

Frozen orbitals also omit relaxation and electron correlation. These affect boron's \(\langle r^{-3}\rangle\) and \(S\) as well, so its 57% belongs to the stated mean field. For cores with p, d or f shells one omitted term is of the same order in \(\alpha^2\) as \(S\) and opposite in sign: the core orbitals relax under the spin-orbit field and pass the change to the valence electron through exchange. In coupled Hartree-Fock response this is worth about \(-2.1\) electrons in Al, \(-2.6\) in Ga and \(-5.5\) in Tl, which turns 25%, 11% and 4.6% into about 8.5%, 3% and \(-2\)%. Boron's core has s shells alone and shows no such response. The contrast between boron and thallium survives, but the table gives the screening by a frozen core, not the net effect of the core.

The numerical check compares the direct and exchange formulas with explicit integral sums for s, p, d and f core shells.

## Values computed for the example and the checks

```
alpha^2/2 = 5.84366 cm^-1 per atomic unit of Z<r^-3>
largest error of radial screening counts = 3.9e-07 electrons
F- energy: radial -99.4594, Gaussian -99.4591 Eh
atom  Z  <r^-3>/a0^-3  zeta_nuclear/cm^-1  zeta_screened/cm^-1
B    5     0.6947       20.30        8.80
F    9     6.4005      336.62      227.94
Al  13     0.9992       75.91       57.09
Ga  31     2.6747      484.53      428.91
In  49     4.1460     1187.16     1100.03
Tl  81     7.0481     3336.14     3181.46
At  85    19.2024     9538.06     9125.77
atom  S_direct  S_exchange  S_total (electrons)  removed (%)
B     1.670    1.163    2.832    56.65
F     1.941    0.965    2.906    32.29
Al    2.256    0.967    3.223    24.79
Ga    2.659    0.900    3.559    11.48
In    2.723    0.874    3.596     7.34
Tl    2.902    0.853    3.756     4.64
At    2.826    0.848    3.674     4.32
B S by core shell (electrons): n=1: 2.568, n=2: 0.265
B radius holding half of <r^-3> = 0.54527 a0
B Z times that radius = 2.726 a0
B core electrons inside it = 1.796
B direct screening, weights r^0,-1,-2,-3 (%): 64.67, 56.64, 46.49, 33.40
Tl S by core shell (electrons): n=1: 2.368, n=2: 0.521, n=3: 0.421, n=4: 0.345, n=5: 0.089, n=6: 0.013
Tl radius holding half of <r^-3> = 0.01871 a0
Tl Z times that radius = 1.516 a0
Tl core electrons inside it = 1.397
Tl direct screening, weights r^0,-1,-2,-3 (%): 97.44, 93.06, 41.46, 3.58
zero-energy Coulomb value of Z times radius = 1.349 a0
bare 2p value of Z times radius = 1.678 a0
Tl 6p innermost node at r = 0.0747 a0
Tl 6p norm inside that node = 0.0127 %
Tl 6p share of <r^-3> inside that node = 95.10 %
ratio S(Tl)/S(B) = 1.326
ratio Z(Tl)/Z(B) = 16.2
Tl S in the second basis = 3.757 electrons
```
